Mean energy of 4d–4f transition arrays and the spectator electrons, part 2

An ion absorbs a photon through the electric dipole, and one of its n 4d electrons goes to 4f. This gives the array of lines 4dⁿ → 4dⁿ⁻¹4f, with n from 1 to 10. The other n − 1 electrons stay in 4d and are called spectators. Other open configurations are left out, and the 4d-4f integrals are held fixed when different n are compared. The strength-weighted mean energy is

Ē = Σ_{ab} S(a,b)(E_b − E_a) / Σ_{ab} S(a,b),

where S(a,b) is the line strength and the sums run over all lower states a and upper states b. With E_av the plain mean energy over all states of a configuration, the departure to be found is

Δ ≡ Ē − [E_av(4dⁿ⁻¹4f) − E_av(4dⁿ)].

Part (c) showed that the 4d-4d Slater integrals and both spin-orbit constants do not enter Δ, and that the spin-orbit energy leaves Ē where it is. Part (d) led to

Δ = (n − 1)c,  c = −(1/9)[Tr(WM)/S − W̄].

Labels α stand for the 10 spin-orbitals of 4d and β for the 14 of 4f. The dipole elements are x^q_{βα} = ⟨β|C¹_q|α⟩, q = −1, 0, 1, with C^k_q = √(4π/(2k+1)) Y_{kq}. S is the sum of their squared magnitudes over α, β and q. The matrix

W_{(βα),(β′α′)} = ⟨βα|g|β′α′⟩ − ⟨βα|g|α′β′⟩

is the direct minus the exchange interaction, with g = 1/r₁₂ in suitable energy units and the first label on either side belonging to electron 1. W̄ is its mean over the 140 pair states. The trace to be found is

Tr(WM) = Σ W_{(βα),(β′α′)} Σ_q x^q_{β′α} x^{q*}_{βα′}.

The multipole expansion of g contains Σ_p (−1)^p C^k_p(1)C^k_{−p}(2), multiplied by a radial factor. The 4d-4f radial integrals, which are energies, are called F^k in the direct terms and G^k in the exchange terms.

### (e) Evaluate the direct part of Tr(WM)/S.

**Solution.** Write c^k(lm,l′m′) = ⟨lm|C^k_{m−m′}|l′m′⟩ for the angular integrals. Rotational symmetry makes the three values of q contribute equally, so it is enough to take q = 0 and multiply by 3. The element x⁰ joins orbitals with equal magnetic number. From the recursion for cos θ Y_{2m} its value is

x_m = c¹(3m,2m) = √[(9 − m²)/35],  m = −2, …, 2.

The squares add up to (9 + 2·8 + 2·5)/35 = 1. Two spin directions and three values of q then give S = 2·3·1 = 6.

In the direct term spin is conserved along β, β′ and along α, α′. The dipole factors also join β′ to α and β to α′. All four spins are equal, which leaves a factor 2. Let β and α′ have magnetic number m, and let β′ and α have m′. The two Coulomb factors are

⟨3m|C^k_p|3m′⟩ and (−1)^p⟨2m′|C^k_{−p}|2m⟩ = ⟨2m|C^k_p|2m′⟩,

with p = m − m′. The direct part of Tr(WM) is thus 6 Σ_k t_k F^k, and division by S = 6 leaves Σ_k t_k F^k, where

t_k = Σ_{mm′} x_m x_m′ c^k(3m,3m′) c^k(2m,2m′).

Parity and the triangle rule allow k = 0, 2 and 4. For k = 0 the angular integrals are δ_mm′, and t₀ = 1.

The other integrals are elementary. Let u = cos θ and s = sin θ. The normalized polar functions for m ≥ 0 are

l = 2: √(5/8)(3u² − 1), −√(15/4) us, √(15/16) s²;

l = 3: √(7/8)(5u³ − 3u), −√(21/32) s(5u² − 1), √(105/16) us²;

l = 4: √(9/128)(35u⁴ − 30u² + 3), −√(45/32) su(7u² − 3), √(45/64) s²(7u² − 1), −√(315/32) s³u, √(315/256) s⁴.

The f functions stop at m = 2 because no others are needed here. A negative m brings a factor (−1)^m. If Θ denotes such a function, then

c^k(lm,lm′) = √[2/(2k+1)] ∫₋₁¹ Θ_{lm}Θ_{k,m−m′}Θ_{lm′} du.

For example, c²(20,20) = (5/2)∫P₂³du = (5/2)(4/35) = 2/7.

Interchanging m and m′ multiplies both angular integrals by (−1)^{m−m′}, so their product is unchanged. Reversing both signs changes neither integral for even k. The 25 terms therefore reduce to nine different ones. The rows below give the pair (m,m′), the weight w, which is the number of copies times 35x_mx_m′, and then 7c²(d), 15c²(f), 21c⁴(d) and 33c⁴(f).

(0,0): w = 9; 2, 4, 6, 6
(1,1): w = 2·8; 1, 3, −4, 1
(2,2): w = 2·5; −2, 0, 1, −7
(1,0): w = 4√72; 1, √2, √30, √15
(2,0): w = 4√45; −2, −√20, √15, −√3
(2,1): w = 4√40; √6, √15, −√5, √32
(1,−1): w = 2·8; −√6, −√24, −√40, −√40
(2,−1): w = 4√40; 0, 0, −√35, −√14
(2,−2): w = 2·5; 0, 0, √70, √70

For k = 2, multiply w by the first two entries of each row and add:

72 + 48 + 0 + 48 + 240 + 240 + 192 + 0 + 0 = 840,

t₂ = 840/(35·7·15) = 8/35.

For k = 4, use the last two entries:

324 − 64 − 70 + 720 − 180 − 320 + 640 + 560 + 700 = 2310,

t₄ = 2310/(35·21·33) = 2/21.

The direct part is F⁰ + (8/35)F² + (2/21)F⁴.

### (f) Evaluate the exchange part and find c.

**Solution.** The exchange element, before its minus sign, is

⟨βα|g|α′β′⟩ = Σ_k G^k Σ_p ⟨β|C^k_p|α′⟩⟨β′|C^k_p|α⟩*.

The second factor was rewritten with (−1)^p C^k_{−p} = (C^k_p)†. Multiplication by x^q_{β′α}x^{q*}_{βα′} makes the sum over four labels fall apart into two sums over two labels. One is the complex conjugate of the other, and the product is |A|² with

A = Σ_{βα′} ⟨β|C^k_p|α′⟩ x^{q*}_{βα′}.

This is a scalar product of two tensor components. Rotations preserve it, so components belonging to different k or different q are orthogonal, and the three dipole components have equal norms. Since the norms add up to S, A = S/3 for k = 1 and p = q, and A = 0 otherwise. The sum over q is 3(S/3)² = S²/3. Dividing by S and restoring the minus sign gives

exchange part of Tr(WM)/S = −(S/3)G¹ = −2G¹.

The dipole picks out the dipole part of the exchange interaction, and this is why G¹ will be prominent.

The mean pair energy W̄ is also needed. In its direct part the terms with k > 0 vanish, because the sum of ⟨lm|C^k_0|lm⟩ over m is an integral of C^k_0 over a spherically symmetric full shell. This leaves F⁰. In the exchange part the two spins must be equal, which gives a factor 2, and the sum over orbitals follows from the addition theorem:

Σ_{mm′p} |⟨3m|C^k_p|2m′⟩|² = 35T_k,  T_k = ½∫₋₁¹ P₂P₃P_k du.

Here Σ_m Y_{3m}*(1)Y_{3m}(2) = (7/4π)P₃, the corresponding sum for l = 2 is (5/4π)P₂, and the components of C^k add up to P_k. Therefore

W̄ = F⁰ − (2·35/140) Σ_k T_kG^k = F⁰ − ½ Σ_k T_kG^k.

To find T_k, expand the product P₂P₃ in Legendre polynomials. The coefficient of P_k is (2k+1)T_k:

P₂P₃ = 3T₁P₁ + 7T₃P₃ + 11T₅P₅.

Since uP₂ = (3P₃ + 2P₁)/5, T₁ = ½(3/5)(2/7) = 3/35. Comparing the coefficients of u⁵ gives 11T₅ = (3/2)(5/2)/(63/8) = 10/21, so T₅ = 10/231. At u = 1 every Legendre polynomial is 1, and therefore

7T₃ = 1 − 9/35 − 10/21 = 4/15,  T₃ = 4/105.

All parts can now be put together:

Tr(WM)/S − W̄ = (8/35)F² + (2/21)F⁴ − 2G¹ + ½(T₁G¹ + T₃G³ + T₅G⁵).

The integral F⁰ has cancelled. It is the same for every pair and moves all upper states together. The coefficient of G¹ is −2 + 3/70 = −137/70. Multiplication by −1/9 gives

c = −(8/315)F² − (2/189)F⁴ + (137/630)G¹ − (2/945)G³ − (5/2079)G⁵.

The sign of c is the outcome of a competition. The dipole exchange term raises the states that carry the strength, while the other four terms lower the centre relative to the average. In this model the array moves to higher energy if the G¹ term is larger than the sum of the others.

### (g) What does the result say for a full 4d shell?

**Solution.** For n = 10 the lower configuration has one state, a closed shell with total orbital and spin momentum zero. The dipole carries one unit of orbital momentum and no spin, so the state it produces is ¹P. Without spin-orbit coupling total L and S are conserved. A 4d hole and a 4f electron can form L = 1 to 5, each once with spin 0 and once with spin 1, so 4d⁹4f has a single ¹P term. All the strength goes to it, and Ē is its energy above the closed shell. Since n − 1 = 9,

9c = E(4d⁹4f ¹P) − E_av(4d⁹4f).

The slope for every n is one ninth of the height of this single term above its configuration average. With spin-orbit coupling, ¹P mixes with triplet states of J = 1 and several lines appear. By part (c) their strength-weighted centre stays where the single line was.

### (h) Apply the result to an array near 13.5 nm.

**Solution.** Take round values for a model with F² = 10.0, F⁴ = 6.5, G¹ = 12.0, G³ = 7.5 and G⁵ = 5.5 eV. The 4d-4d integrals are F² = 13.0 and F⁴ = 8.5 eV, and the spin-orbit constants are 0.6 eV for 4d and 0.03 eV for 4f. The last four numbers do not enter c. The configuration averages are set 85.0 eV apart, which corresponds to 14.586 nm. The five terms of c give

c = −0.2540 − 0.0688 + 2.6095 − 0.0159 − 0.0132 = 2.2577 eV,

where the sum was taken before the terms were rounded.

With n = 4 there are three spectators:

Δ = 3 × 2.2577 = 6.773 eV,

Ē = 85.000 + 6.773 = 91.773 eV, or 13.510 nm.

The formula can be compared with a complete calculation of the lines. Diagonalizing the Hamiltonian for the 210 lower and 1680 upper states, with all the parameters above, and summing over every line also gives 91.773 eV. The correlation coefficient between the energy of an upper eigenstate and its total strength is 0.852, so in this model the strong states do lie high. The root-mean-square width of the array is σ = 3.578 eV.

If both the integrals and the 85 eV are held fixed, the centre moves by 2.258 eV for each added spectator. It lies at 85.000 eV for n = 1 and at 105.319 eV for n = 10. The values for all n are in the numerical output.

These parameters are meant to lie in the rough regime of multiply charged tin ions, whose 4d-4f light is used in extreme-ultraviolet sources near 13.5 nm. A tin ion with ground configuration 4dⁿ has charge 14 − n, so n = 4 stands for Sn¹⁰⁺. The wavelength found here is no prediction for that ion, because the 85 eV was chosen. Along the real ions the charge changes together with n, and so do the radial functions and the difference of averages. Near n = 10 the charge is low and the 4f orbital is expected to be much less compact, so the fixed integrals are probably far too large there.

### (i) Where does the law fail, and by how much in this example?

**Solution.** The first limit is the choice of weight. If each line is weighted by strength times photon energy, as for oscillator strengths, the new mean is the mean square energy divided by the mean energy. It lies above Ē by

σ²/Ē = 3.578²/91.773 = 0.139 eV.

Weighting by the cube of the photon energy, which suits photon emission rates from equally populated upper states, raises the centre by 0.404 eV. The leading estimate 3σ²/Ē is 0.418 eV. A mean wavelength is a different quantity again: the strength-weighted one is 13.531 nm, against 13.510 nm for the wavelength that belongs to Ē.

The second limit is the population of the levels. Boltzmann factors at 30 eV in the upper configuration, with strength weights otherwise, lower the centre by 0.415 eV, since they favour low upper states. The same factors in the lower configuration raise it by 0.024 eV. In this example both shifts are small beside Δ.

The third limit is the fixed integrals. If all 4d-4f integrals are 10 % larger and the difference of averages is held at 85 eV, Δ grows by 10 %, or 0.677 eV. A change of the integrals from one ion to the next can therefore bend the straight line in n.

The largest effect among those estimated here is configuration interaction. A 4p electron can be excited to 4d, and for n = 4 this gives the configuration 4p⁵4d⁵. The Coulomb interaction V′ mixes it with 4d³4f. Let D^f and D^p be the dipole operators leading to the two upper configurations, with total strengths S_f and S_p. A lower state is now excited to (D^f + D^p)|a⟩, and the mean energy of this state contains a cross term. The joint centre of the two arrays moves, relative to its place without mixing, by

2 Σ_q Tr(D^p_q† V′ D^f_q)/(S_f + S_p).

The factor 2 accounts for the cross term and its equal conjugate. As a rough model, take the mixing integrals R¹ and R³ as 12.0 and 7.5 eV, and take equal radial dipole integrals for 4p-4d and 4d-4f. The phases of the orbitals are chosen so that both dipole integrals are positive, and R¹ and R³ are then taken as positive too. This relative sign is a physical property of the orbitals, and it decides the direction of the shift. The two arrays then have equal total strength, and the joint centre moves up by 6.895 eV.

This is as large as Δ itself. It is a displacement of two arrays taken together and must not be added to Ē as a correction to the 4d-4f array alone, because the cross term belongs to both. How cleanly the lines still divide into two groups after mixing depends also on the distance between the two configurations, which is not needed for this estimate. For real tin ions the single-configuration law thus describes one contribution to the joint centre of the arrays that start from 4dⁿ. Light emitted between more highly excited configurations lies outside the model. A calculated wavelength needs the interacting configurations, with integrals for the particular ion.

Computed values

```
Pairs m,m': copies, 35*x*x', then signed squares of c^k:
49*c2(d)^2, 225*c2(f)^2, 441*c4(d)^2, 1089*c4(f)^2
 0  0: 1, 9.0000, 4 16 36 36
 1  1: 2, 8.0000, 1 9 -16 1
 2  2: 2, 5.0000, -4 0 1 -49
 1  0: 4, 8.4853, 1 2 30 15
 2  0: 4, 6.7082, -4 -20 15 -3
 2  1: 4, 6.3246, 6 15 -5 32
 1 -1: 2, 8.0000, -6 -24 -40 -40
 2 -1: 4, 6.3246, 0 0 -35 -14
 2 -2: 2, 5.0000, 0 0 70 70
Direct sums t2, t4: 8/35 2/21
Squared 3j (2 k 3;000), k=1,3,5: 3/35 4/105 10/231
Inputs 4d-4f F2, F4 (eV): 10.0 6.5
Inputs 4d-4f G1, G3, G5 (eV): 12.0 7.5 5.5
Inputs 4d-4d F2, F4 (eV): 13.0 8.5
Inputs zeta 4d, 4f (eV): 0.6 0.03
Input difference of averages (eV): 85.0
Part of c from F2: -8/315 -> -0.2540 eV
Part of c from F4: -2/189 -> -0.0688 eV
Part of c from G1: 137/630 -> 2.6095 eV
Part of c from G3: -2/945 -> -0.0159 eV
Part of c from G5: -5/2079 -> -0.0132 eV
Slope c per spectator 4d electron: 2.2577 eV
Wavelength at difference of averages: 14.586 nm
n, departure (eV), mean energy (eV), its wavelength (nm):
 1 0.000 85.000 14.586
 2 2.258 87.258 14.209
 3 4.515 89.515 13.851
 4 6.773 91.773 13.510
 5 9.031 94.031 13.186
 6 11.288 96.288 12.876
 7 13.546 98.546 12.581
 8 15.804 100.804 12.300
 9 18.061 103.061 12.030
10 20.319 105.319 11.772
1P minus average of 4d9 4f, no spin-orbit: 20.319 eV
n=4 states, lower and upper: 210, 1680
n=4 mean from line list: 91.773 eV
n=4 rms width of array: 3.578 eV
n=4 correlation of upper energy and strength: 0.852
n=4 strength-weighted mean wavelength: 13.531 nm
n=4 change, weight S*E: +0.139 eV
n=4 change, weight S*E^3: +0.404 eV
n=4 change, upper Boltzmann at 30.0 eV: -0.415 eV
n=4 change, lower Boltzmann at 30.0 eV: +0.024 eV
n=4 change, integrals 10 % larger: +0.677 eV
Inputs 4p4f-4d4d R1, R3 (eV), dipole ratio 1: 12.0 7.5
n=4 strength ratio 4p-4d to 4d-4f: 1.000
n=4 joint-centre shift by 4p5 4d5 mixing: +6.895 eV
```
